# Why an X-ray emission line carries both hole widths

An atom has a deep hole whose width is 1.00 eV. It emits an X-ray photon and is left with a shallower hole, whose width is 0.60 eV. When the Schrödinger equation for this model is propagated numerically, the photon line comes out 1.61 eV wide. That is more than either hole width, and far more than the 1.17 eV obtained by adding the two in quadrature. It lies close to the plain sum, 1.60 eV.

Two derivations explain this. The first follows the process to its end, where an Auger electron has filled the second hole, and sums over the energy of that unobserved electron. The second never asks for the electron's energy and follows the atom in time.

## The model and its decay constants

Let $i$ denote the ion with the deep hole, $f$ the ion with the shallower hole, and $c$ the ion after the Auger decay of $f$. Their energies are $E_i$, $E_f$ and $E_c$. The process is

$$i\;\to\; f+\text{photon}(\omega)\;\to\; c+\text{photon}(\omega)+\text{electron}(E).$$

In the algebra $\hbar=1$, so $\omega$ is an energy. All widths are full widths at half maximum, and a level of width $\Gamma$ has a population decaying as $e^{-\Gamma t}$. Two detunings measure the departures from the nominal energies:

$$x=\omega-(E_i-E_f),\qquad y=E-(E_f-E_c).$$

Measured from $E_i$, the state $f$ + photon has energy $E_f+\omega-E_i=x$, and the state $c$ + photon + electron has energy $E_c+\omega+E-E_i=x+y$.

The hole $i$ is assumed to be made suddenly at $t=0$, by a photoelectron that leaves and plays no further part. The levels are single and isolated. The couplings $g$ (photon emission) and $h$ (Auger decay) are constant over continua much broader than the widths. With amplitudes $a$, $b_x$ and $c_{xy}$ for the three kinds of state, the Schrödinger equation reads

$$i\dot a=g\int dx\,b_x+(\text{other decays of }i),$$
$$i\dot b_x=x\,b_x+g\,a+h\int dy\,c_{xy},$$
$$i\dot c_{xy}=(x+y)\,c_{xy}+h\,b_x,$$

with $a(0)=1$ and all other amplitudes zero at the start.

The electron continuum can be eliminated. The last equation has the solution

$$c_{xy}(t)=-ih\int_0^t dt'\,e^{-i(x+y)(t-t')}\,b_x(t').$$

Insert this into the equation for $b_x$ and write $\tau=t-t'$. The integral over $y$, taken over a band from $-W$ to $W$, is

$$\int_{-W}^{W}dy\,e^{-iy\tau}=\frac{2\sin W\tau}{\tau}.$$

For large $W$ this function is concentrated at $\tau\lesssim 1/W$, and its integral over $\tau$ from 0 to $\infty$ is $\pi$. If $W$ is much larger than the widths and than $|x|$, then over so short a time $e^{-ix\tau}b_x(t-\tau)$ does not change, so it can be replaced by $b_x(t)$:

$$h\int dy\,c_{xy}=-i\pi h^2\,b_x=-\frac{i\Gamma_f}{2}\,b_x,\qquad \Gamma_f=2\pi h^2. \tag{1}$$

The equation for $b_x$ becomes

$$i\dot b_x=\left(x-\frac{i\Gamma_f}{2}\right)b_x+g\,a. \tag{2}$$

The photon continuum is eliminated from the equation for $a$ in the same way. The solution of (2) contains an extra factor $e^{-\Gamma_f\tau/2}$, but this equals 1 at $\tau=0$, where the integral has its weight. The instability of $f$ therefore does not alter the decay rate of $i$. The photon channel contributes $\Gamma_r=2\pi g^2$. Every other decay channel of $i$ contributes a similar term, and together they make up the total width $\Gamma_i$:

$$\dot a=-\frac{\Gamma_i}{2}a,\qquad a(t)=e^{-\Gamma_i t/2}. \tag{3}$$

## First derivation: summing over the electron energy

**The amplitude at late times.** Once both holes have decayed, $c_{xy}$ changes only by the phase $e^{-i(x+y)t}$. Without that phase, its final value is

$$C(x,y)=-ih\int_0^\infty dt\,e^{izt}\,b_x(t)=-ih\,B,\qquad z=x+y.$$

To find $B$, multiply (2) by $e^{izt}$ and integrate over time. Integration by parts on the left gives

$$i\int_0^\infty \dot b_x e^{izt}dt=i\left[b_xe^{izt}\right]_0^\infty-i(iz)B=zB,$$

since $b_x$ vanishes at both ends. On the right, the transform of $a$ is

$$\int_0^\infty e^{izt-\Gamma_i t/2}dt=\frac{1}{\Gamma_i/2-iz}=\frac{i}{z+i\Gamma_i/2}.$$

Hence

$$\left(z-x+\frac{i\Gamma_f}{2}\right)B=\frac{ig}{z+i\Gamma_i/2}.$$

With $z-x=y$ and $-i\cdot i=1$, the two-step amplitude is

$$C(x,y)=\frac{gh}{\left(x+y+i\Gamma_i/2\right)\left(y+i\Gamma_f/2\right)}. \tag{4}$$

The first factor says that the total energy released, photon plus electron, is spread over the width of the initial hole. The second says that the electron energy is spread over the width of the hole it comes from.

**What must be integrated.** Electrons of different energy are orthogonal final states. An observer who ignores the electron must add probabilities, so the photon line is

$$P(x)=\int_{-\infty}^{\infty}dy\,|C(x,y)|^2. \tag{5}$$

Integrating the amplitude itself would give nothing. Its poles, $y=-x-i\Gamma_i/2$ and $y=-i\Gamma_f/2$, both lie in the lower half-plane. The contour can be closed in the upper half-plane, where there is no pole and where the arc contributes nothing because $C$ falls off as $1/y^2$. The numerical integral over the whole axis at $x=0.8$ eV is zero within the accuracy of the quadrature; the residue, 2 parts in $10^{14}$ of the integral of $|C|$, is numerical noise. Cut off at $\pm40$ eV, the integral keeps about 0.8% of the integral of $|C|$.

**The integral.** Write $\alpha=\Gamma_i/2$, $\beta=\Gamma_f/2$ and $s=\alpha+\beta$. The integral needed is

$$J=\int_{-\infty}^{\infty}\frac{dy}{[(x+y)^2+\alpha^2]\,[y^2+\beta^2]}.$$

In the upper half-plane there are now poles at $y=i\beta$ and $y=-x+i\alpha$. Near $y=i\beta$ the factor $y^2+\beta^2$ is $2i\beta(y-i\beta)$, so $2\pi i$ times the residue is

$$R_1=\frac{\pi}{\beta}\,\frac{1}{(x+i\beta)^2+\alpha^2}=\frac{\pi}{\beta}\,\frac{1}{(x+is)\,(x+i(\beta-\alpha))}.$$

The factorization uses $u^2+\alpha^2=(u+i\alpha)(u-i\alpha)$ with $u=x+i\beta$. At the other pole $y^2=(x-i\alpha)^2$, and likewise

$$R_2=\frac{\pi}{\alpha}\,\frac{1}{(x-i\alpha)^2+\beta^2}=\frac{\pi}{\alpha}\,\frac{1}{(x-is)\,(x+i(\beta-\alpha))}.$$

Adding the two over a common denominator gives

$$J=\frac{\pi}{x+i(\beta-\alpha)}\;\frac{\alpha(x-is)+\beta(x+is)}{\alpha\beta\,(x^2+s^2)}.$$

The numerator is $(\alpha+\beta)x+is(\beta-\alpha)=s\,[x+i(\beta-\alpha)]$. The bracket cancels the factor in front, and

$$J=\frac{\pi s}{\alpha\beta\,(x^2+s^2)}. \tag{6}$$

If $x=0$ and $\alpha=\beta$ the two poles coincide and the separate residues are not defined. The integral is continuous in its parameters, so (6) holds there too.

**The line.** The prefactor is $g^2h^2=\Gamma_r\Gamma_f/4\pi^2$, and $\alpha\beta=\Gamma_i\Gamma_f/4$. With $G=2s$,

$$P(x)=\frac{\Gamma_r\Gamma_f}{4\pi^2}\cdot\frac{4\pi}{\Gamma_i\Gamma_f}\cdot\frac{G/2}{x^2+G^2/4}
=\frac{\Gamma_r}{\Gamma_i}\;\frac{1}{\pi}\;\frac{G/2}{x^2+G^2/4},\qquad G=\Gamma_i+\Gamma_f. \tag{7}$$

This falls to half its peak at $x=\pm G/2$, so its full width is $\Gamma_i+\Gamma_f$. Its area is $\Gamma_r/\Gamma_i$, the fraction of deep holes that decay through this line. A weak line is thus no narrower than a strong one from the same two holes: the partial width sets the intensity, and the total widths set the breadth.

**Why the widths add linearly.** Let $L_\Gamma(u)=(\Gamma/2\pi)/(u^2+\Gamma^2/4)$ be the Lorentzian of unit area. The squared modulus of (4) is then

$$|C(x,y)|^2=\frac{\Gamma_r}{\Gamma_i}\,L_{\Gamma_i}(x+y)\,L_{\Gamma_f}(y). \tag{8}$$

The total energy $u=x+y$ and the electron energy $y$ are distributed independently, and the photon detuning is their difference, $x=u-y$. For independent quantities with finite variances the variances add, which leads to addition in quadrature for Gaussian widths. A Lorentzian has no finite variance, because $u^2L_\Gamma(u)$ tends to a constant at large $u$. Equation (6) shows that its widths add directly.

## Second derivation: following the coherence in time

The electron energy need not be resolved at all. The probability that a photon of detuning $x$ has been emitted and that the Auger decay has also taken place is $\int dy\,|c_{xy}|^2$. Its rate of growth follows from the equation for $c_{xy}$. The term with $x+y$ only turns the phase and drops out, which leaves

$$\frac{d}{dt}\int dy\,|c_{xy}|^2=2\,\mathrm{Re}\left(-i\,b_x\,h\int dy\,c_{xy}^*\right)=2\,\mathrm{Re}\left(-i\cdot\frac{i\Gamma_f}{2}|b_x|^2\right)=\Gamma_f|b_x|^2,$$

where the complex conjugate of (1) was used. After a long time nothing remains in $f$, so

$$P(x)=\Gamma_f\int_0^\infty |b_x|^2\,dt. \tag{9}$$

The photon line is the total flow through the state with hole $f$ and a photon of detuning $x$.

The population of that state obeys, from (2),

$$\frac{d}{dt}|b_x|^2=2\,\mathrm{Re}(b_x^*\dot b_x)=-\Gamma_f|b_x|^2+2g\,\mathrm{Im}\,q,\qquad q=a\,b_x^*, \tag{10}$$

because $\mathrm{Re}(-iq)=\mathrm{Im}\,q$. The quantity $q$ is the coherence between the atom that has not yet emitted and the atom that has. Integrating (10) over all times gives zero on the left, since $b_x$ vanishes at both ends. Therefore

$$P(x)=2g\,\mathrm{Im}\,Q,\qquad Q=\int_0^\infty q\,dt. \tag{11}$$

The equation for $q$ follows from the product rule. The conjugate of (2) is $\dot b_x^*=(ix-\beta)\,b_x^*+ig\,a^*$, and $\dot a=-\alpha a$, so

$$\dot q=\left[ix-(\alpha+\beta)\right]q+ig\,|a|^2. \tag{12}$$

This is where the sum arises. The coherence is a product of two amplitudes, one decaying at the rate $\Gamma_i/2$ and the other at $\Gamma_f/2$. The decay rates of factors add, so the coherence decays at $s=(\Gamma_i+\Gamma_f)/2$. Integrate (12) over all times, with $q$ zero at both ends and $\int_0^\infty|a|^2dt=1/2\alpha$:

$$0=(ix-s)\,Q+\frac{ig}{2\alpha},\qquad Q=\frac{ig}{2\alpha\,(s-ix)}=\frac{ig\,(s+ix)}{2\alpha\,(s^2+x^2)}.$$

The imaginary part is $gs/[2\alpha(s^2+x^2)]$. Equation (11) then gives

$$P(x)=\frac{g^2}{\alpha}\,\frac{s}{x^2+s^2}=\frac{\Gamma_r}{\Gamma_i}\,\frac{1}{\pi}\,\frac{s}{x^2+s^2},$$

using $g^2=\Gamma_r/2\pi$ and $\alpha=\Gamma_i/2$. Since $s=G/2$, this is (7).

## Limits, and what changes if more is observed

If the final hole is stable, $\Gamma_f\to0$ and the line has width $\Gamma_i$. If instead the initial hole lives very long compared with the final one, the width tends to $\Gamma_f$: the photon energy remains uncertain because the state it leads to is short-lived.

Equation (8) also describes experiments that record the electron.

- At a fixed electron energy, $y$ is a constant and the photon line is $L_{\Gamma_i}(x+y)$. It has width $\Gamma_i$ and is centred at $x=-y$.
- If both particles are recorded and events of one total energy $u$ are selected, then $y=u-x$. The photon distribution is $L_{\Gamma_f}(u-x)$, of width $\Gamma_f$.
- If the photon is ignored, integration over $x$ leaves $L_{\Gamma_f}(y)$. In this model, where $c$ is stable, the electron line has the width of the hole $f$ alone.

The sum of widths therefore belongs to the photon line with the electron unobserved. Each of the first two cases fixes one of the two independent energies, $y$ or $u$, and so removes one source of spread from the photon line.

## The numbers

The model parameters are $\Gamma_i=1.00$ eV, of which $\Gamma_r=0.40$ eV belongs to the observed line and 0.60 eV to other decays, and $\Gamma_f=0.60$ eV. The lifetimes $\hbar/\Gamma$ are 0.658 fs and 1.097 fs. Equation (7) gives

$$G=1.00+0.60=1.60\ \text{eV},\qquad P(0)=\frac{\Gamma_r}{\Gamma_i}\,\frac{2}{\pi G}=0.40\times\frac{2}{\pi\times1.60}=0.159\ \text{eV}^{-1}.$$

At $x=0.8$ eV, half the width, the density is half of this, 0.0796 eV$^{-1}$. At $x=1.6$ eV the denominator is $2.56+0.64=3.20$, five times its central value of 0.64, and the density is 0.0318 eV$^{-1}$. Solving (2) numerically and accumulating the flow (9) reproduces all three values to the digits printed.

A stricter test does without decay constants for the levels. The continua are replaced by closely spaced states, 0.20 eV apart, and the full Schrödinger equation is propagated for 18.4 fs. This is many lifetimes, yet shorter than the 20.7 fs after which evenly spaced states come back into phase. With continua reaching 40 eV to either side, the widths are:

| Quantity | Formula (eV) | Propagation (eV) |
|---|---|---|
| Photon line | 1.60 | 1.611 |
| Photon line, electron energy fixed | 1.00 | 1.009 |
| Electron line, all photons | 0.60 | 0.603 |

The last digit of the second entry is not converged: a true continuum with the same bands gives 1.008 eV, while the other two entries keep their digits. The area of the photon line is 0.400, as $\Gamma_r/\Gamma_i$ requires. The line departs from (7) by at most 0.7% of its peak height.

The propagated widths are all slightly too large. For the photon line the excess is 0.022 eV when the continua reach 20 eV to either side and 0.011 eV when they reach 40 eV. It halves when the band is doubled, which identifies it as an effect of the finite band: the step leading to (1) needs $W$ much larger than the widths. It also needs $|x|$ well inside the electron band. Beyond the band the contribution to (5) from $y\approx-x$ is missing, and the wing drops below (7): with an electron band of $\pm10$ eV it is about two thirds of (7) for $x$ between 12 and 25 eV. The numerical output gives further digits.

## What each derivation assumes

Both derivations rest on the sudden creation of the hole, on isolated levels, and on flat, broad continua. Near an absorption threshold the first condition can fail. Narrow-band light may then excite the deep electron to a bound state, the starting condition $a(0)=1$ no longer describes the experiment, and (7) cannot be used. If two final holes lie within their widths of each other, are reached by the same photon mode, and decay to the same state $c$ by emitting into the same electron continuum (the same partial wave), the two paths end in the same final states and interfere. Eliminating the shared electron continuum as in (1) then also couples the two holes to each other, through a term $-i\pi h_1h_2$ built from their two Auger couplings. Equation (4), derived for one isolated hole, no longer describes either path, and the line need not be a sum of Lorentzians. A threshold close to the line, or a coupling that varies across it, distorts the shape; a threshold in a channel that carries much of the width also makes the decay non-exponential.

The derivations differ in what they need to know about the end of the process. The first keeps the electron as a particle with a definite energy and takes $c$ to be stable. In return it gives the joint distribution (8), and with it the coincidence widths, which the second derivation cannot supply.

The second needs only the rate at which hole $f$ is lost. If $f$ has several decay channels, each adds a term like (1), and $\Gamma_f$ is their sum. If $c$ itself decays into a flat continuum, a factor equal to 1 at $\tau=0$ enters the derivation of (1), as it did for the decay of $i$, and $\Gamma_f$ is unchanged. The photon line does not depend on what happens after hole $f$ has been filled.

The second derivation also shows how the sum rule can fail while both lifetimes stay the same. Suppose the surroundings shift the energy difference $E_i-E_f$ at random (a shift common to both levels cancels in $q$ and has no effect), and so rapidly that the averaged coherence $q$ decays exponentially at an additional constant rate $\gamma$, while the decay rates of the populations are untouched. This holds, for example, for shifts that lose their memory in a time short compared with the lifetimes and with the inverse of their own size. Slow or static shifts need not give a constant rate: static shifts of $E_i-E_f$ with a Gaussian distribution of standard deviation $\sigma$ multiply the coherence by $e^{-\sigma^2\tau^2/2}$ after a time $\tau$, and the result below does not apply to them. When the added rate $\gamma$ is constant, $s$ in (12) is replaced by $s+\gamma$, equations (10) and (11) stand, and the full width becomes

$$\Gamma_i+\Gamma_f+2\gamma.$$

The area remains $\Gamma_r/\Gamma_i$. The sum of the hole widths is thus the natural width, the part due to decay alone. A measured line may be broader through such fluctuations, through unresolved multiplets, satellites or vibrations, and through the spectrometer, all of which are left out here.

## Computed results

```
total width of initial hole: 1.00 eV
  part from observed line: 0.40 eV
  part from other decays: 0.60 eV
total width of final hole: 0.60 eV
lifetime of initial hole: 0.658 fs
lifetime of final hole: 1.097 fs
line width, formula: 1.600 eV
root of summed squares (wrong rule): 1.166 eV
branching fraction, formula: 0.4000
Propagation of the full system:
  continuum spacing: 0.20 eV
  propagation time: 18.43 fs
  recurrence time: 20.68 fs
  photon line width, band +-20 eV: 1.6220 eV
  photon line width, band +-40 eV: 1.6109 eV
  The following use the wider band:
  photon width at fixed electron energy: 1.0086 eV
  electron line width, all photons: 0.6032 eV
  area of photon line: 0.4000
  largest line deviation / peak: 0.0070
  largest joint deviation / peak: 0.0038
Photon probability density in 1/eV:
  detuning (eV), formula, propagation, flow out of hole f
  0.0  0.15915  0.16011  0.15915
  0.8  0.07958  0.08060  0.07958
  1.6  0.03183  0.03237  0.03183
amplitude integral at 0.8 eV, relative to integral of modulus: 2e-14
```
